# How rf plasma-potential oscillation distorts a Langmuir probe's electron distribution

**Q.** I sweep a flat probe in an rf plasma and record the dc current. The knee near the plasma potential is rounded, and the electrons look hotter than I can believe. My rf compensation is poor. How can an oscillation that averages to zero change a dc curve?

**A.** The current is a nonlinear function of the voltage across the sheath, so the average of the current is not the current at the average voltage. To see what that does, we need the static curve first.

I use atomic units in the algebra, with electron mass and charge magnitude equal to one, and quote energies in eV. Let $V$ be the probe bias, $V_p$ the mean plasma potential and $U=V_p-V$ the retarding energy. The probe is planar, of area $A$, and emits nothing. The sheath is collisionless and the electrons are isotropic. Let $F(\varepsilon)\,d\varepsilon$ be the electron density in an energy interval and $g=F/\sqrt\varepsilon$ the energy probability function.

With $F\,d\varepsilon=4\pi v^2f\,dv$ and $d\varepsilon=v\,dv$, the velocity distribution is $f=F/(4\pi v)=g/(4\pi\sqrt2)$. An electron arriving at angle cosine $\mu$ to the probe normal passes the barrier if $v^2\mu^2/2>U$, that is, if $\mu>\sqrt{U/\varepsilon}$. The magnitude of the electron current is therefore

$$I=2\pi A\int v^3f\,dv\int_{\sqrt{U/\varepsilon}}^1\mu\,d\mu
=\pi A\int v^3f\left(1-\frac U\varepsilon\right)dv .$$

Since $v^3dv=2\varepsilon\,d\varepsilon$,

$$I(U)=K\int_U^\infty(\varepsilon-U)\,g(\varepsilon)\,d\varepsilon,\qquad K=\frac{\sqrt2A}{4}.$$

The integrand vanishes at its lower limit, so one derivative gives $I'=-K\int_U^\infty g\,d\varepsilon$ and a second gives $I''=Kg(U)$. This is why a second derivative yields the distribution. For $U<0$ nothing is retarded, and an ideal planar probe draws the constant current $I_s=I(0)$. For a Maxwellian, $g\propto e^{-\varepsilon/T}$ gives $I=I_se^{-U/T}$ when $U>0$.

**Q.** Now add the rf.

**A.** Let the uncompensated part of the oscillation put $a\cos\theta$ across the sheath, with $a$ independent of bias for now. If electrons cross the sheath in a small fraction of a period, the current follows the static curve at each instant. The dc instrument records

$$\langle I\rangle(U)=\frac1\pi\int_0^\pi I(U+a\cos\theta)\,d\theta .$$

Half a cycle suffices because the other half repeats the same values. Equivalently, the static curve is averaged over shifts $s$ with weight $p_a(s)=1/(\pi\sqrt{a^2-s^2})$. That weight is largest near $s=\pm a$, where the voltage turns round and lingers.

**Q.** Then every slope is smeared, and every temperature comes out too high?

**A.** No. Take a Maxwellian with $U\ge a$, so that the whole swing stays retarding:

$$\langle I\rangle=I_se^{-U/T}\,\frac1\pi\int_0^\pi e^{-(a/T)\cos\theta}d\theta
=I_sI_0(x)e^{-U/T},\qquad x=\frac aT,$$

where $I_0$ is the modified Bessel function. The current is multiplied by a constant, and the logarithmic slope is still $1/T$.

The floating potential does move. With a constant ion current $I_i$, setting $\langle I\rangle=I_i$ gives

$$U_f=T\ln\frac{I_s}{I_i}+T\ln I_0(x),$$

provided $U_f\ge a$. For $T=3$ eV, $a=6$ eV and $I_s/I_i=100$, $I_0(2)=2.280$, so $U_f=13.82+2.47=16.29$ eV. The probe floats 2.47 eV further below the mean plasma potential, while the temperature read from the electron current between $U=6$ eV and this point is still 3 eV. The ion current must be removed first: left in the trace, it lowers a fit from 6 to 12 eV to 2.70 eV.

**Q.** My fit runs up to the knee. Where does its high temperature come from?

**A.** From the part of each cycle spent in saturation. For $|U|<a$, the probe saturates while $U+a\cos\theta<0$. Call the saturated and retarding contributions to the average current $S$ and $R$:

$$S=\frac{I_s}{\pi}\arccos\frac Ua,\qquad
R=\frac{I_s}{\pi}\int_0^{\arccos(-U/a)}e^{-(U+a\cos\theta)/T}d\theta .$$

In a retarding phase $dI/dV=I/T$; in a saturated phase $dI/dV=0$. The current is continuous where the two meet, so the moving boundary adds nothing to the derivative. Hence $d\langle I\rangle/dV=R/T$, and

$$T_{\rm app}=\frac{\langle I\rangle}{d\langle I\rangle/dV}=T\left(1+\frac SR\right).$$

Saturation supplies current without slope, which the logarithmic plot reads as heat. In the example at $U=0$, the probe is saturated for half the cycle, so $S/I_s=0.500$. Numerical quadrature gives $R/I_s=0.171$, and $T_{\rm app}=3(1+0.500/0.171)\approx11.8$ eV. At $U=3$ and 5 eV it is 8.9 and 5.8 eV, and from $U=a$ onward it is 3 eV.

A least-squares line through the logarithm of the averaged current, on 61 equally spaced points from $U=0$ to 6 eV, gives 8.23 eV (0.302 hartree). The same procedure from 6 to 12 eV returns 3.00 eV. The electrons are the same in both fits.

**Q.** But I do not know $V_p$ independently. I take it from the steepest point of the trace.

**A.** Then your energy origin moves by the full amplitude $a$, for any isotropic distribution with $g$ positive at all energies, provided the saturation current is flat and $a$ stays constant up to the knee. Here is the argument.

The static slope $h(U)=-I'(U)=K\int_U^\infty g\,d\varepsilon$ is zero for $U<0$ and decreases for $U>0$. A decreasing function can be built by stacking boxes of equal small height, each extending from 0 to some width $b$. After averaging, one box contributes in proportion to the probability that $0<U+s<b$, which is the weight of $p_a$ in the interval from $-U$ to $b-U$.

Suppose first that $b<2a$ and the interval lies inside the support $(-a,a)$. Moving its left end $l=-U$ changes its weight at the rate $p_a(l+b)-p_a(l)$. Because $p_a(s)$ grows with $|s|$, this rate is negative for $l<-b/2$ and positive for $l>-b/2$. The weight is therefore largest with the interval against either edge of the support. Pushing it beyond an edge can only remove weight. If $b\ge2a$, the interval starting at $-a$ already contains all the weight.

So $U=a$ is a maximum for every box. The competing maximum for a narrow box, $U=b-a$, depends on $b$ and cannot serve all boxes together. If $g$ is positive at all energies, all widths occur, and the steepest point of the sum is $U=a$, or $V=V_p-a$.

The flat saturation matters. For the Maxwellian at $x=2$, a constant saturation slope of one tenth of the static slope at the knee leaves the steepest point at $U=a$, but a slope of one quarter moves it to $U\approx-1.45T$, on the other side of $V_p$. An orbital-motion-limited cylindrical probe gives $U\approx-1.6T$. On a probe whose collected current keeps growing beyond the knee, even the sign of the shift can differ.

**Q.** What would I see if I knew the true $V_p$ and took the second derivative there?

**A.** You would see a distribution spoiled by the knee. The static $I'$ jumps from 0 to $-KG$ at $U=0$, with $G=\int_0^\infty g\,d\varepsilon$, so $I''$ contains $-KG\,\delta(U)$. The rf spreads this spike over the range $|U|<a$:

$$g_{\rm app}(U)=\frac1\pi\int_0^{\arccos(-U/a)}g(U+a\cos\theta)\,d\theta-\frac{G}{\pi\sqrt{a^2-U^2}} .$$

The first term is finite, while the second diverges as $U$ approaches $a$ from below. For the 3 eV Maxwellian, second differences of the averaged current give $g_{\rm app}/g=0.01$, $-0.04$ and $-0.48$ at $U=1$, 3 and 5 eV. The low-energy electrons seem to have vanished, and then to have negative density. They are still there; at this amplitude the two terms nearly cancel at the lower energies, and the knee term wins closer to $a$. At smaller amplitude it wins earlier: for $x=0.5$ the ratios at the same fractions of $a$ are $-0.28$, $-0.39$ and $-0.98$.

**Q.** With the origin at the steepest point, I avoid that region. Do I recover the right distribution?

**A.** You avoid the negative part, but you assign energies wrongly. Let $E=U-a>0$ be the energy you plot. The whole swing is now retarding, so

$$g_{\rm inf}(E)=\frac1\pi\int_0^\pi g(E+a+a\cos\theta)\,d\theta .$$

Your value at $E$ is an average of the true function from $E$ to $E+2a$: it mixes in higher energies and no lower ones.

For a Maxwellian this leaves $T$ unchanged and multiplies the density by

$$e^{-x}I_0(x)=\frac1\pi\int_0^\pi e^{-x(1+\cos\theta)}d\theta .$$

At $x=2$ the factor is 0.31, so the temperature is right and more than two thirds of the density is lost.

For another shape, write the ratio as

$$r(E)=\frac{g_{\rm inf}(E)}{g(E)}=\left\langle\frac{g(E+s)}{g(E)}\right\rangle,\qquad s=a+a\cos\theta\ge0 .$$

The logarithmic derivative of each term is $(\ln g)'(E+s)-(\ln g)'(E)$. It is non-negative if $\ln g$ is convex, and then $r$ rises with energy. Weighting the true distribution by $r$ raises its mean energy, because

$$\langle Er\rangle_F-\langle E\rangle_F\langle r\rangle_F
=\tfrac12\big\langle(E-E')(r(E)-r(E'))\big\rangle_{F,F'}\ge0,$$

where $E$ and $E'$ are drawn independently from the normalized $F$. Dividing by $\langle r\rangle_F$ gives $\langle Er\rangle_F/\langle r\rangle_F\ge\langle E\rangle_F$. If $\ln g$ is concave, the inequality is reversed.

**Q.** So the same oscillation could make one plasma look hot and another cold?

**A.** Yes. Compare two distributions with the same effective temperature, defined as two thirds of the mean energy, of 2.40 eV, again with $a=6$ eV.

The first is a sum of two Maxwellians, with 90% of the electrons at a temperature of 2 eV and 10% at a temperature of 6 eV. A sum of Maxwellians has convex $\ln g$: its second derivative is the variance of $1/T_j$ over the groups, weighted by their contributions to $g$ at that energy. The density factor $e^{-a/T_j}I_0(a/T_j)$ is 0.243 for the cold group and 0.466 for the hot one. The surviving densities are

$$0.9\times0.243=0.2187,\qquad0.1\times0.466=0.0466 .$$

Their sum is 0.2653, and the hot fraction has grown from 10% to $0.0466/0.2653\approx17.6\%$. The inferred effective temperature is

$$\frac{0.2187\times2+0.0466\times6}{0.2653}\approx2.70\ \text{eV},$$

or 0.0993 hartree, about 13% above the true value. No electron was heated; the cold ones were undercounted more severely.

The second is a Druyvesteyn distribution, $g\propto e^{-(\varepsilon/w)^2}$ with $w=4.87$ eV. Its $\ln g$ is concave. Numerical integration of $g_{\rm inf}$ gives an effective temperature of 2.14 eV (0.0785 hartree), about 11% too low. Its tail steepens with energy, and the average brings that steeper part down to your low-energy axis.

**Q.** Suppose my plasma is Maxwellian and I fit well below the knee. Am I safe?

**A.** You are if $a$ stays constant during the sweep. It need not, because the sheath is part of a voltage divider whose conductance grows with the electron current.

Take a plasma oscillation $V_1\cos\theta$, with $\theta=\omega t$, a constant sheath capacitance $C_s$ and a capacitance $C_L$ from probe to ground. A choke fixes the dc bias and carries no rf. Let $V_b$ be the instantaneous probe potential, $u_s$ the plasma potential minus $V_b$, and $I_{\rm dc}$ the mean electron current. The constant ion current cancels against its dc return, so charge conservation at the probe reads

$$C_L\dot V_b=C_s\dot u_s-I_se^{-u_s/T}+I_{\rm dc} .$$

Insert $\dot V_b=-\omega V_1\sin\theta-\dot u_s$, collect the $\dot u_s$ terms and divide by $\omega(C_L+C_s)T$. With $u=u_s/T$ and a prime for $d/d\theta$,

$$u'=-x_0\sin\theta+\kappa e^{-u}-J,\qquad x_0=\frac{V_1C_L}{(C_L+C_s)T}.$$

Here $\kappa$ and $J$ are $I_s$ and $I_{\rm dc}$ divided by $\omega(C_L+C_s)T$.

**Q.** Can that be solved without assuming a small oscillation?

**A.** It can, while the sheath remains retarding. Put $e^u=e^{x_0\cos\theta}z$. Then $z'=-Jz+\kappa e^{-x_0\cos\theta}$, whose periodic solution is

$$z=\kappa Z,\qquad Z(\theta)=\int_0^\infty e^{-Js}e^{-x_0\cos(\theta-s)}ds .$$

Since $\cos\theta$ averages to zero, the mean retarding voltage is $\bar u=\ln\kappa+\langle\ln Z\rangle$. For small $J$ the integral spans many periods, so $Z\to I_0(x_0)/J$ and $J=\kappa I_0(x_0)e^{-\bar u}$: the constant-amplitude result. For large $J$ only small $s$ counts, so $Z\to e^{-x_0\cos\theta}/J$ and $J=\kappa e^{-\bar u}$. The static curve has returned because conduction has short-circuited the sheath oscillation.

Between these limits the rf enhancement of the current is lost. The current rises by less than the bias change would suggest, and the voltage axis is stretched by $T\ln I_0(x_0)$ in total.

For small $x_0$, write $u=\bar u+\tilde u$. To first order $\tilde u'+J\tilde u=-x_0\sin\theta$, so $\tilde u$ has amplitude $x_0/\sqrt{1+J^2}$. Averaging the circuit equation gives $J=\kappa e^{-\bar u}\langle e^{-\tilde u}\rangle$, and to second order

$$\bar u=\ln\frac\kappa J+\frac{x_0^2}{4(1+J^2)},\qquad
\frac{T_{\rm app}}T=-\frac{d\bar u}{d\ln J}=1+\frac{x_0^2J^2}{2(1+J^2)^2} .$$

For $T=3$ eV, $x_0=2$ and $\kappa=100$, I evaluated $Z$ as a Fourier series and differentiated $\bar u$ numerically. The apparent temperature is 3.00 eV at $J=0.01$, 4.20 eV at $J=1$ and 3.06 eV at $J=10$. Its largest value in a scan over that range is 4.29 eV (near $J=1.3$). The small-amplitude formula would give 4.5 eV at $J=1$; it is being stretched here, since $x_0$ is not small. At $\kappa=100$ this false heating occurs with the sheath retarding throughout the cycle, so moving the fit off the knee does not by itself remove it. That needs a large $\kappa$: at $J=1.3$ the sheath stays retarding only for $\kappa$ above about 3, and for smaller $\kappa$ the effect merges with the knee. As a scale, a 10 mm² probe at 13.56 MHz with a sheath of three Debye lengths has $\kappa\approx15$ for $C_L=1$ pF and 1.8 for 10 pF at a density of $10^{16}$ m⁻³, and reaches about 100 at $10^{17}$ m⁻³ with 1 pF. With $\kappa=100$ and $I_s/I_i=100$, $J=1$ is the floating point.

A large $\kappa$ also undoes the earlier knee results, because conduction removes the oscillation before the knee is reached. With saturation included and $x_0=2$, the steepest point lies at $\bar u\approx2$ for $\kappa=0.03$ and $\kappa=1$, near 0.3 for $\kappa=10$ and below 0.1 for $\kappa=100$.

**Q.** How small must the residual oscillation be?

**A.** That depends on what you want to measure. At constant amplitude and small $x$, $I_0(x)\approx1+x^2/4$, so the floating potential shifts by about $a^2/(4T)$. The density inferred from the steepest point is less forgiving: $e^{-x}I_0(x)\approx1-x$. An amplitude of one tenth of $T$ moves the floating point by only $0.0025T$, but costs about 10% of the density. Even then, the knee distorts the distribution within $a$ of the plasma potential, and at every energy a feature is spread over a range $2a$, and one much narrower than $a$ is split into two peaks almost $2a$ apart.

These results assume a sharp planar knee with flat saturation, an ion current that has been removed, a sinusoidal plasma oscillation and a sheath that follows it. The knee shift and the density loss also assume that $a$ is constant up to the knee, which in the circuit model at $x_0=2$ holds for $\kappa$ up to about 1. The circuit model also holds the sheath capacitance constant. In a real sheath it varies with bias, so $a$ can change during the sweep even where conduction is negligible. If electrons take a substantial part of a period to cross, the instantaneous static curve no longer applies, and neither does its phase average.

Numbers in the example were calculated in double precision.
